# Crowding Slows Tracers but Not Chemical Diffusion in a Hard-Core Lattice Gas

Suppose the diffusivity of labelled atoms has been measured in a nearly full sublattice, and the same number is used to predict how fast the solid takes up a change of composition. In the model oxide worked out below, the prediction for a plate 1 mm thick is about 45,000 s. The model's own answer is about 1,100 s. The error comes from assuming that crowding, which blocks the hops of each particle, slows every kind of diffusion alike.

Two diffusivities must be kept apart. The tracer diffusivity $D^*$ describes the wandering of one labelled particle in a crystal of uniform composition. The chemical diffusivity $D_c$ relates the flux of particles to a gradient of their concentration.

## A counter-example: seven particles on eight sites

Take a ring of $L$ sites with unit spacing. Each site holds at most one particle. A particle attempts each neighbouring bond at rate $\Gamma$, and the hop succeeds if the target is empty. A lone particle makes steps of $\pm1$ at total rate $2\Gamma$, so $\langle X^2\rangle=2\Gamma t$. With the convention $\langle X^2\rangle=2Dt$, its diffusivity is $D_0=\Gamma$.

Now fill all sites but one.

**Composition.** The vacancy hops to either side at rate $\Gamma$, because both its neighbours are occupied. The probability $p_i$ that it is at site $i$ obeys

$$\frac{dp_i}{dt}=\Gamma(p_{i+1}+p_{i-1}-2p_i).$$

The mean occupancy is $\langle n_i\rangle=1-p_i$. Substituting $p_i=1-\langle n_i\rangle$, the constants cancel ($1+1-2=0$) and both sides change sign, so $\langle n_i\rangle$ obeys the same equation. A lone particle obeys it too. A wave $e^{iqj}$ in the occupancy, with $j$ the site number, decays at the rate $2\Gamma(1-\cos q)$. For $L=8$ and $q=2\pi/8$ this is $0.5858\,\Gamma$. Solving the full many-body rate equations for 1, 4 and 7 particles gives $0.5858\,\Gamma$ each time. Crowding has not slowed the relaxation.

**Tracer.** Let $R$ be the sum of the displacements of all $L-1$ particles. Each vacancy hop moves one particle by one site the opposite way, so $R$ is minus the vacancy displacement and $\langle R^2\rangle=2\Gamma t$. Particles cannot pass one another, so the distance between any two, counted along the unwrapped ring, stays between 1 and $L-1$. Their displacements therefore differ by less than $L$, and each one equals $R/(L-1)$ up to a bounded amount. At long times the bounded part does not matter:

$$D^*=\lim_{t\to\infty}\frac{\langle X^2\rangle}{2t}=\frac{\Gamma}{(L-1)^2}.$$

For $L=8$ the tracer is slower than a lone particle by a factor 49, while the composition relaxes at the lone-particle rate.

## The general statement

Consider a periodic lattice with at most one particle per site, equal site energies, the same rate $\Gamma$ on every bond in both directions, and no other interaction. Let $\mathbf b$ denote the hop vectors from a site, and assume that they sum to zero at every site. Let $\theta$ be the filling, and let the lattice be symmetric enough for diffusion to be isotropic. Then

$$D_c=D_0,\qquad D^*=D_0(1-\theta)f(\theta),\qquad 0\le f\le1 .$$

The first holds for $0<\theta<1$; a full lattice has no gradient, so its value there is meant as a limit. The second shows that $D^*\to0$ as $\theta\to1$.

The lone-particle value follows from the hop vectors. Since they sum to zero, the mean of the next hop is zero whatever came before, and cross terms between different hops vanish. Hence

$$2D_0=\Gamma\,\overline{\sum_{\mathbf b}b_x^2},$$

where the bar averages over the inequivalent sites, which a lone particle visits equally often because the rates are symmetric.

## Proof for the chemical diffusivity

Let $n_i$ be 0 or 1. The net flow from $i$ to $j$ in a given configuration is

$$\Gamma\left[n_i(1-n_j)-n_j(1-n_i)\right]=\Gamma(n_i-n_j),$$

because the products $n_in_j$ cancel. The cancellation happens before any average is taken, so correlations between sites need not be neglected. Summing over the neighbours of $i$ and averaging,

$$\frac{d\langle n_i\rangle}{dt}=\Gamma\sum_j\left(\langle n_j\rangle-\langle n_i\rangle\right).$$

This is the equation for the probability of finding a lone particle at $i$. If $G_{ij}(t)$ is the chance that a lone particle goes from $j$ to $i$ in time $t$, then $\langle n_i(t)\rangle=\sum_jG_{ij}(t)\langle n_j(0)\rangle$. On large scales $G$ spreads with diffusivity $D_0$, and so does any composition profile. Thus $D_c=D_0$.

To see where the intuition fails, write $\theta_i$ for the mean occupancy and, for illustration, ignore correlations. With $\bar\theta=(\theta_i+\theta_j)/2$,

$$\theta_i(1-\theta_j)-\theta_j(1-\theta_i)=(1-\bar\theta)(\theta_i-\theta_j)+\bar\theta(\theta_i-\theta_j).$$

The first term is the flux expected if both directions were blocked equally; it does vanish at filling. The second exists because blocking is unequal: particles moving down the gradient find more empty targets than particles moving up. The two add up to the unblocked flux.

The cancellation needs equal forward and backward rates. To obtain the one-particle equation, these rates must also be independent of the surroundings. The equation was tested on a ring of eight sites with one extra bond and unequal but symmetric bond rates. For 2, 4 and 6 particles the many-body occupancies agreed with the one-particle equation to about $10^{-15}$. A repulsion of one thermal energy between neighbours, with four particles and each rate multiplied by $e^{-\Delta E/2}$ for an energy change $\Delta E$ in thermal units, changed an occupancy by as much as 0.248. The size depends on the rate rule: Metropolis rates give 0.11.

## The same result from thermodynamics

Let $\tau$ be the temperature expressed as an energy. For $N$ particles on $S$ sites there are $\Omega_N=S!/[N!(S-N)!]$ arrangements, and the free energy is $-\tau\ln\Omega_N$ plus a constant per particle. Adding one particle changes the first part by

$$\mu=-\tau\ln\frac{\Omega_{N+1}}{\Omega_N}=-\tau\ln\frac{S-N}{N+1}\;\to\;\tau\ln\frac{\theta}{1-\theta}$$

for a large lattice. The thermodynamic factor is

$$\Phi=\frac{d(\mu/\tau)}{d\ln\theta}=\theta\left(\frac1\theta+\frac1{1-\theta}\right)=\frac1{1-\theta}.$$

Next we need the mobility. Apply a weak force $F$ along $x$ to every particle, which multiplies each rate by $1+Fb_x/2\tau$. Without the force, the summed drift of all particles is

$$\Gamma\sum_i\sum_{\mathbf b}b_x\,n_i(1-n_{i+\mathbf b})=\Gamma\sum_in_i\sum_{\mathbf b}b_x-\Gamma\sum_i\sum_{\mathbf b}b_x\,n_in_{i+\mathbf b}=0 .$$

The first sum vanishes because the hop vectors sum to zero. In the second, each pair appears twice, with $\mathbf b$ and $-\mathbf b$. The drift is zero in every configuration, so a small change of the distribution caused by the force adds nothing at first order. What remains is the change of the rates, averaged with independent occupancies:

$$N(1-\theta)\,\Gamma\,\overline{\sum_{\mathbf b}b_x^2}\,\frac{F}{2\tau}=N(1-\theta)D_0\frac F\tau .$$

The velocity per particle is $D_JF/\tau$, with jump diffusivity $D_J=D_0(1-\theta)$. In a gradient the driving force is $-\nabla\mu=-\tau\Phi\,\nabla\ln\theta$. The flux, in particles per site times velocity, is

$$\mathbf J=\theta\,\frac{D_J}{\tau}\left(-\tau\Phi\frac{\nabla\theta}{\theta}\right)=-D_J\Phi\,\nabla\theta .$$

Hence $D_c=D_J\Phi=D_0$. Crowding multiplies the mobility by $1-\theta$ and the driving force per unit gradient by the inverse factor.

## Proof for the tracer

Let $X$ be the displacement of a tracer along $x$ in equilibrium. Its expected velocity, given the present surroundings, is

$$v=\Gamma\sum_{\mathbf b}b_x(1-n_{\mathbf b}),$$

where $n_{\mathbf b}$ is the occupancy of the site at $\mathbf b$ from the tracer. Define $A=\int_0^tv\,ds$ and $M=X-A$.

The increments of $M$ have zero mean given the past, since the expected motion has been subtracted. Increments at different times are therefore uncorrelated, and $\langle M^2\rangle$ is the sum of the mean squares of single hops. All arrangements are equally likely in equilibrium, so on a large lattice a neighbouring site is empty with probability $1-\theta$:

$$\langle M^2\rangle=\Gamma\,\overline{\sum_{\mathbf b}b_x^2}\,(1-\theta)\,t=2D_0(1-\theta)t .$$

With symmetric rates, a history and its time reverse are equally likely. Reversal changes the sign of $X$. It leaves $A$ unchanged, because $v$ depends on the configuration alone. Thus $\langle XA\rangle=0$, and expanding $\langle(X-A)^2\rangle$ gives

$$\langle X^2\rangle=\langle M^2\rangle-\langle A^2\rangle\le2D_0(1-\theta)t .$$

This proves $D^*\le D_0(1-\theta)$, and the tracer stops at filling. The correlation factor is

$$f=1-\lim_{t\to\infty}\frac{\langle A^2\rangle}{\langle M^2\rangle}.$$

The limit exists. In a reversible process the correlation $C(s)=\langle v(0)v(s)\rangle$ is a sum of decaying exponentials with non-negative weights, so $\langle A^2\rangle/t=2\int_0^t(1-s/t)C(s)\,ds$ does not decrease with $t$, and it is bounded by $2D_0(1-\theta)$. It also follows that a finite observation time gives an $f$ that is too large, or at best correct.

The identity was tested on a periodic $3\times3$ square lattice with five particles at $\Gamma t=2$. A neighbour of the tracer is empty with probability $4/8$, and $\sum b_x^2=2$, so $\langle M^2\rangle=2\times\tfrac12\times2=2$ in squared site spacings. The computed drift part is $\langle A^2\rangle=0.3375$. The difference, 1.6625, equals the $\langle X^2\rangle$ obtained separately from the full distribution of displacements.

The drift part has a simple origin. Just after a hop, the site left behind is certainly empty, while the other neighbours may be occupied. The expected next motion then points backwards. Near filling $f$ approaches the value $f_0$ for a single vacancy. Solving the joint motion of tracer and vacancy gives $f_0=0.4669$ on the square lattice, in agreement with the known value $1/(\pi-1)$.

A single file is the extreme case. For $N$ particles on a ring of $S$ sites, the summed drift is again zero, so $\langle R^2\rangle=2\Gamma tN(S-N)/(S-1)$. Ordering gives $X=R/N$ up to a bounded amount, hence

$$D^*=\Gamma\,\frac{S-N}{S-1}\,\frac1N .$$

The middle factor is the chance of an empty neighbour, so $f=1/N$. If the ring is then enlarged at fixed nonzero filling, $f\to0$: the tracer diffusivity vanishes well before filling, while $D_c$ is still $D_0$.

## Oxygen in a perovskite oxide

The oxygen sublattice of a metallic perovskite cobaltite is a nearly full lattice of practical interest. The following parameters are rough typical values, not a fit: cell edge $a=3.9$ Å, hop barrier 0.8 eV, attempt frequency $10^{13}$ Hz, temperature 1000 K, and 0.1 vacancies per formula unit. With three oxygen sites per formula unit, $1-\theta=0.1/3=1/30$.

Each site has eight neighbours at distance $a/\sqrt2$. The sum of squared hop lengths is $8\times a^2/2=4a^2$, and three directions share it, so $6D_0=4\Gamma a^2$ and $D_0=\tfrac23\Gamma a^2$. With $\tau=0.0862$ eV,

$$\Gamma=10^{13}\,e^{-0.8/0.0862}\ \text{s}^{-1}=9.29\times10^{8}\ \text{s}^{-1},$$

$$D_c=\tfrac23(9.29\times10^{8})(3.9\times10^{-8})^2=9.4\times10^{-7}\ \text{cm}^2/\text{s},$$

or 9.4 Å$^2$/ns. Simulated tracers at this filling give $f=0.710\pm0.003$ (statistical error only; see below for convergence), so

$$D^*=\frac{9.4\times10^{-7}}{30}\times0.710=2.2\times10^{-8}\ \text{cm}^2/\text{s},$$

or 0.22 Å$^2$/ns. The ratio is $D_c/D^*=\Phi/f=30/0.710\approx42$.

The simulated $f$ falls from a little over 0.9 at $\theta=0.3$ to a little over 0.7 at $\theta=0.9$, so most of the slowing comes from the factor $1-\theta$. The single-vacancy value is 0.689, about 3% below the simulated 0.710. Finite observation time can raise the simulated value, as shown above, but here it hardly does. With more sampling, a box of 540 sites gives $f=0.706\pm0.001$, constant within 0.001 for observation times from $47/\Gamma$ to $750/\Gamma$. For one vacancy a box of that size raises $f$ by 0.002. The converged value is therefore about 0.704 to 0.706, and its excess over 0.689 comes from the remaining vacancies. Using it would raise $D_c/D^*$ to about 42.5 and the tracer time below from about 45,000 s to about 46,000 s.

For a plate of half-thickness $h=0.05$ cm whose surfaces are held at a new composition, the slowest profile is $\cos(\pi x/2h)$, with decay time $h^2/[(\pi/2)^2D]$. This gives about 1,100 s for composition. Exchanging labelled for unlabelled oxygen at fixed filling involves $D^*$, and the decay time is about 45,000 s. After one decay time, either change is about 70% complete.

## How far real oxides depart from the model

Neutral oxygen brings electrons into play. Each added atom takes two electrons from the metal's band. With $3(1-\theta)$ vacancies per cell, the band holds $m=6(1-\theta)$ extra electrons. For a constant density of states, $g$ per unit energy and cell, and a Fermi level many $\tau$ away from the band edges, their energy is $m^2/2g$ plus a term linear in $m$, which does not affect $\Phi$. Dividing the derivative by the three sites per cell,

$$\mu_{\rm el}=\frac13\frac{d}{d\theta}\frac{18(1-\theta)^2}{g}=-\frac{12(1-\theta)}g,\qquad \Phi_{\rm el}=\frac{\theta}{\tau}\frac{d\mu_{\rm el}}{d\theta}=\frac{12\,\theta}{g\tau}.$$

Relative to $1/(1-\theta)$, the total factor is multiplied by $1+12\theta(1-\theta)/(g\tau)$. For a rough $g=1.5$ per eV and cell this is 3.99, which raises $D_c$ to $3.8\times10^{-6}$ cm$^2$/s, provided that electrons move much faster than oxygen. So $D_c$ is no longer independent of filling. If the Fermi level stays well inside the band up to filling, the correction factor tends to 1 there and $D_c$ still approaches $D_0$. This does not hold if the band empties at filling.

Three other effects, as far as they are estimated here, are smaller for these numbers. A repulsion of 0.1 eV between neighbouring vacancies raises $\Phi$ by about 18% to first order in the vacancy fraction; its effect on hop rates is not included. Suppose half the sites bind a vacancy 0.1 eV more strongly while the barrier tops stay level. A vacancy then waits $e^{0.1/0.0862}=3.19$ times longer on those sites, the mean waiting time grows by a factor $(1+3.19)/2$, and the diffusivity of dilute vacancies falls to 0.48 of its value. Forward and backward rates then differ, and the bond flow keeps a term in $n_in_j$. Tunnelling through a parabolic barrier, with a curvature that corresponds to the attempt frequency, adds about 1% to $\Gamma$.

Surface exchange matters for the plate. If the surface flux is $k$ times the departure from equilibrium, matching it to the flux of a profile $\cos(\beta x/h)$ gives $\beta\tan\beta=hk/D$, and $\beta$ replaces $\pi/2$ in the decay time. Take a rough tracer coefficient $k=10^{-6}$ cm/s. For composition it is $\Phi$ times larger, if the surface flux is proportional to the small difference in chemical potential. In the hard-core model the times become about 2,600 s and 91,000 s, a ratio near 35 instead of 42.

The estimates above suggest that the model's $D_c$ can be off by a factor of several, mainly through the electrons. Vacancy ordering, grain boundaries and barriers that vary with composition have not been sized. To estimate $D_c$ from tracer data, multiply $D^*$ by $\Phi/f$, with $\Phi$ and $f$ taken for the real material. This assumes that electrons move much faster than oxygen and that collective hops are as free of memory as they are here. Predicting the uptake of a plate also requires the surface exchange coefficient. The values used in this example are collected in the numerical output.

## Computed values

```
MODEL TESTS (rates in units of Gamma)
many-body minus one-particle occupancy, max: 1.4e-15
same with neighbour repulsion of 1 kT: 0.248
ring of 8, slowest mode rate for 1, 4, 7 particles: 0.5858, 0.5858, 0.5858
3x3 torus, 5 particles, Gamma t = 2: <X^2> = 1.6625 sites^2
  <M^2> = 2.0000, <A^2> = 0.3375 sites^2
one vacancy, ring of 12 sites: f = 0.0909
one vacancy, square lattice: f0 = 0.4669
one vacancy, oxygen lattice: f0 = 0.689
oxygen lattice D0/(Gamma a^2) = 0.6667
SIMULATED TRACERS, OXYGEN LATTICE
theta = 0.3000: D*/D0 = 0.6598, f = 0.943 +- 0.010
theta = 0.6000: D*/D0 = 0.3346, f = 0.837 +- 0.005
theta = 0.9000: D*/D0 = 0.0723, f = 0.723 +- 0.003
theta = 0.9667: D*/D0 = 0.0237, f = 0.710 +- 0.003
EXAMPLE (rough typical parameters)
cell edge = 3.9 angstrom, barrier = 0.8 eV
attempt frequency = 1e+13 Hz, T = 1000 K
kT = 0.0862 eV, Gamma = 9.29e+08 1/s per bond
vacancies per formula unit = 0.1, theta = 0.9667
thermodynamic factor Phi = 30.0
D_chem = 9.42e-07 cm2/s = 9.42 angstrom2/ns
D_jump = 3.14e-08 cm2/s
D_tracer = 2.23e-08 cm2/s = 0.223 angstrom2/ns
D_chem/D_tracer = 42.3
plate thickness = 1.0 mm
plate time, composition step = 1075 s
plate time, tracer exchange = 45451 s
NEGLECTED EFFECTS
electrons, g = 1.5 per eV and cell: Phi times 3.99
  D_chem with electrons = 3.76e-06 cm2/s
vacancy repulsion 0.1 eV: Phi times 1.18
half the sites 0.1 eV deeper: D0 times 0.48
surface exchange coefficient (tracer) = 1e-06 cm/s
  plate time, composition step = 2617 s
  plate time, tracer exchange = 90870 s
tunnelling: Gamma times 1.010
```
